# How an eighth-wave of cap exchanges absorptive and dispersive modulation lineshapes: a numerical check

```python
# Modulated reflectance of a thin layer buried under a transparent cap.
# Result under test (normal incidence, fields ~ exp(-i omega t)):
#   dR/R = Im(Q * de),  Q = A * exp(i*phi),  A = 4*k0*w/(n^2-1),
#   phi = 4*pi*n*(d + w/2)/lambda,
# so that lambda/(8n) of extra cap turns phi by 90 degrees and exchanges
# the absorptive part (Im de) and the dispersive part (Re de).
# n: cap index, d: cap thickness, w: layer width, k0: vacuum wavenumber,
# de: modulation of the layer permittivity. Lengths in nm, energies in eV.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal

HBARC = const.hbar * const.c / const.e * 1e9
HB2_2M = const.hbar**2 / (2 * const.m_e) / const.e * 1e18


def reflect(energy, layers, eps_exit, sin_in=0.0):
    """Exact amplitude reflection from air, s polarization; layers top down."""
    k0 = energy / HBARC

    def kz(eps):
        return k0 * np.sqrt(eps - sin_in**2 + 0j)
    k_below, r = kz(eps_exit), 0.0
    for eps, thick in reversed(layers):
        k = kz(eps)
        f = (k - k_below) / (k + k_below)
        r = (f + r) / (1 + f * r) * np.exp(2j * k * thick)
        k_below = k
    k = kz(1.0)
    f = (k - k_below) / (k + k_below)
    return (f + r) / (1 + f * r)


def response(refl_of_de, step=0.01):
    """Complex Q in dR/R = Im(Q de), by central differences."""
    base = refl_of_de(0.0)
    absorptive = refl_of_de(1j * step) - refl_of_de(-1j * step)
    dispersive = refl_of_de(step) - refl_of_de(-step)
    return (absorptive + 1j * dispersive) / (2 * step * base)


def phase_near(q, expected_deg):
    turn = np.exp(-1j * np.radians(expected_deg))
    return expected_deg + np.degrees(np.angle(q * turn))


# Rough typical values: InGaAs well under GaAs at room temperature
E0, GAMMA, n, w = 1.30, 0.005, 3.5, 8.0
peak_eps2, quench = 0.66, 0.01
n_well, n_buffer, slope = 3.6, 3.3, 0.5
S = peak_eps2 * GAMMA
k0 = E0 / HBARC
lam = 2 * np.pi / k0
eighth = lam / (8 * n)
caps = [lam / (2 * n) - w / 2 + j * eighth for j in range(3)]
A = 4 * k0 * w / (n**2 - 1)
r01 = (1 - n) / (1 + n)


def q_stack(d, width=w, nw=n, ns=n, sin_in=0.0, coat=()):
    return response(lambda de: abs(reflect(
        E0, list(coat) + [(n**2, d), (nw**2 + de, width)],
        ns**2, sin_in))**2)


# Test: first-order change of r from the squared field, graded profile
def solve_graded(strength):
    depth = 300.0

    def rhs(z, y):
        g = np.exp(-((z - 150) / 15)**2)
        eps = 11.0 + 1.2 * np.tanh((120 - z) / 30) + strength * g
        return [y[1], -k0**2 * eps * y[0], g * y[0]**2]
    k_end = k0 * np.sqrt(11.0 + 1.2 * np.tanh((120 - depth) / 30))
    sol = solve_ivp(rhs, (depth, 0.0), np.array([1, 1j * k_end, 0], complex),
                    method="DOP853", rtol=1e-11, atol=1e-12)
    e, de, integral = sol.y[:, -1]
    inc = (e + de / (1j * k0)) / 2
    ref = (e - de / (1j * k0)) / 2
    return ref / inc, -integral / inc**2


probe = 0.01 * (0.6 + 0.8j)
dr_direct = (solve_graded(probe)[0] - solve_graded(-probe)[0]) / 2
dr_field = 0.5j * k0 * probe * solve_graded(0.0)[1]
err_field = abs(dr_direct / dr_field - 1)
assert err_field < 1e-4

# Test: Q for a matched layer, arbitrary cap thicknesses
width_factor = np.sin(n * k0 * w) / (n * k0 * w)
err_q = 0.0
for d in (0.0, 17.0, 55.0, 132.0, 201.0):
    q_formula = A * width_factor * np.exp(2j * n * k0 * (d + w / 2))
    err_q = max(err_q, abs(q_stack(d) / q_formula - 1))
assert err_q < 1e-4

# Test: phase error from a weak reflection just below a very thin layer
rho = (n - n_buffer) / (n + n_buffer)
err_rho = 0.0
for phi in np.radians([30, 90, 140, 250, 330]):
    q = q_stack(phi / (2 * n * k0), width=0.01, ns=n_buffer)
    shift = np.angle(q * np.exp(-1j * phi))
    err_rho = max(err_rho, abs(shift + rho * (r01 + 1 / r01) * np.sin(phi)))
assert err_rho < 0.003  # second order in rho/r01 is about 0.0014 rad
buffer_error = np.degrees(-rho * (r01 + 1 / r01))

# Test: with a quarter-wave coated front the cap no longer turns the shape
coat = [(n, lam / (4 * np.sqrt(n)))]
q_ar = [q_stack(d, ns=n_buffer, coat=coat) for d in caps]
q_bare = [q_stack(d, ns=n_buffer) for d in caps]
turn_ar = np.degrees(np.angle(q_ar[1] / q_ar[0]))
turn_bare = np.degrees(np.angle(q_bare[1] / q_bare[0]))
assert abs(turn_ar) < 0.01 and abs(turn_bare - 90) < 10
assert abs(phase_near(q_ar[0], 180) - 180) < 15


# Full spectra: dispersion, static resonance and index mismatch included
def oscillator(energy, strength, centre):
    return strength / (centre - energy - 1j * GAMMA)


def spectrum(energy, d, strength, centre):
    index = n + slope * (energy - E0)
    well = (index + n_well - n)**2

    def refl(s, c):
        eps = well + oscillator(energy, s, c)
        return abs(reflect(energy, [(index**2, d), (eps, w)], index**2))**2
    return refl(strength, centre) / refl(S, E0) - 1


grid = np.linspace(E0 - 6 * GAMMA, E0 + 6 * GAMMA, 241)
fits = {}
for name, s_new, c_new in (("quench", S * (1 - quench), E0),
                           ("shift", S, E0 + 1e-5)):
    de = oscillator(grid, s_new, c_new) - oscillator(grid, S, E0)
    basis = np.column_stack([de.imag, de.real])
    for j, d in enumerate(caps):
        signal = spectrum(grid, d, s_new, c_new)
        a, b = np.linalg.lstsq(basis, signal, rcond=None)[0]
        fits[name, j] = (a / A, b / A, phase_near(a + 1j * b, 90.0 * j))
        # drift of phi across the line and static mismatch cost a few degrees
        assert abs(fits[name, j][2] - 90 * j) < 10
points = np.array([E0 - GAMMA, E0, E0 + GAMMA])
values = [spectrum(points, d, S * (1 - quench), E0) for d in caps]
ideal_peak = -A * quench * peak_eps2
assert abs(values[0][1] / ideal_peak - 1) < 0.06
assert abs(values[2][1] / -ideal_peak - 1) < 0.06


# Polished wafer back: average over the unresolved fringes of the wafer
def q_wafer(d, width):
    thick = 350e3 + np.arange(48) * lam / (2 * n * 48)
    return response(lambda de: np.mean(abs(reflect(
        E0, [(n**2, d), (n**2 + de, width), (n**2, thick)], 1.0))**2))


def q_wafer_formula(d, width):
    R, ph = r01**2, np.exp(2j * n * k0 * (d + width / 2))
    T, r_up = 1 - R, -r01 * ph
    q_front = 4 * k0 * width / (n**2 - 1) * ph
    q_trans = -k0 * width / n * (1 + r_up)
    q_under = -k0 * width / n * (1 + r_up)**2 / r_up
    total = R + T**2 * R / (1 - R**2)
    return (R * q_front + 2 * T**2 * R / (1 - R**2) * q_trans
            + T**2 * R**3 / (1 - R**2)**2 * q_under) / total


for d in (20.0, caps[0], caps[1]):
    gap = abs(q_wafer(d, 0.01) - q_wafer_formula(d, 0.01))
    assert gap < 1e-3 * 4 * k0 * 0.01 / (n**2 - 1)
wafer = [q_wafer(d, w) / A for d in caps]


# Stark shift of the line for a fixed surface barrier across an undoped cap
def ground(mass, barrier, field):
    z = np.linspace(-10, 10, 801)[1:-1]
    hop = HB2_2M / mass / (z[1] - z[0])**2
    pot = np.where(abs(z) > w / 2, barrier, 0.0) + field * z
    return eigh_tridiagonal(2 * hop + pot, -hop * np.ones(len(z) - 1),
                            select="i", select_range=(0, 0))[0][0]


surface_volt = 0.7
fields = [surface_volt / d for d in caps[:2]]
stark = [1e3 * sum(ground(m, v, f) - ground(m, v, 0.0)
                   for m, v in ((0.06, 0.12), (0.35, 0.06))) for f in fields]

n_group = n + E0 * slope
drift = [np.degrees(2 * n_group * (d + w / 2) * 2 * GAMMA / HBARC)
         for d in caps[:2]]
well_error = [phase_near(q_stack(d, nw=n_well), 90 * j) - 90 * j
              for j, d in enumerate(caps[:2])]
oblique = [phase_near(q_stack(d, sin_in=np.sin(np.pi / 4)), 90 * j)
           for j, d in enumerate(caps[:2])]
alpha_cap = 10.0  # 1/cm, rough upper value below the gap

print(f"line energy {E0:.2f} eV, half-width {1e3*GAMMA:.1f} meV")
print(f"vacuum wavelength {lam:.1f} nm, in cap {lam/n:.1f} nm")
print(f"cap index {n}, well width {w} nm, eighth-wave {eighth:.2f} nm")
print("caps (nm):", " ".join(f"{d:.1f}" for d in caps))
print(f"r01 {r01:.4f}, R {r01**2:.4f}, k0*w {k0*w:.4f}")
print(f"A {A:.5f}, finite-width factor {width_factor:.4f}")
print(f"peak Im eps {peak_eps2}, quenched fraction {quench}")
print(f"single-pass absorption of well {100*k0*w*peak_eps2/n:.2f} %")
print(f"ideal dR/R at line centre, first cap {1e4*ideal_peak:.3f} e-4")
print(f"ideal dR/R at E0+Gamma, second cap {-1e4*ideal_peak/2:.3f} e-4")
print("full stack dR/R (1e-4) at E0-Gamma, E0, E0+Gamma:")
for d, v in zip(caps, values):
    print(f"  cap {d:.1f} nm:", " ".join(f"{1e4*x:+.3f}" for x in v))
print("fit: weight of Im de, of Re de (units of A), phase (deg)")
for (name, j), (a, b, p) in fits.items():
    print(f"  {name}, cap {caps[j]:.1f} nm: {a:+.3f} {b:+.3f} {p:.1f}")
print(f"relative error, squared-field formula {err_field:.1e}")
print(f"relative error, matched-layer Q {err_q:.1e}")
print(f"buffer index {n_buffer}, rho {rho:.4f}")
print(f"buffer phase error at phi=90 deg: {buffer_error:.2f} deg")
print(f"largest miss of that first-order law {err_rho:.4f} rad")
print(f"turn per eighth-wave, bare front {turn_bare:.2f} deg")
print(f"turn per eighth-wave, coated front {abs(turn_ar):.2f} deg")
print(f"coated-front phase {phase_near(q_ar[0], 180):.1f} deg")
print(f"phase per nm of cap {720*n/lam:.2f} deg")
print(f"group index {n_group:.2f}; phase drift over full width (deg):",
      " ".join(f"{x:.2f}" for x in drift))
print(f"phase error from well index {n_well} (deg):",
      " ".join(f"{x:+.2f}" for x in well_error))
print("phase at 45 deg incidence, s-polarized (deg):",
      " ".join(f"{x:.1f}" for x in oblique))
print(f"cap absorption at {alpha_cap:.0f} /cm, double pass "
      f"{2e-5*alpha_cap*caps[1]:.3f} %")
print(f"surface barrier {surface_volt} V, cap fields (kV/cm):",
      " ".join(f"{1e4*f:.1f}" for f in fields))
print("Stark shift, first and second cap (meV):",
      " ".join(f"{x:.2f}" for x in stark))
print("polished 350 um wafer: weights of Im de, Re de (units of A)")
for d, q in zip(caps, wafer):
    print(f"  cap {d:.1f} nm: {q.real:+.3f} {q.imag:+.3f}")
print("OK")
```

It prints:

```
line energy 1.30 eV, half-width 5.0 meV
vacuum wavelength 953.7 nm, in cap 272.5 nm
cap index 3.5, well width 8.0 nm, eighth-wave 34.06 nm
caps (nm): 132.2 166.3 200.4
r01 -0.5556, R 0.3086, k0*w 0.0527
A 0.01874, finite-width factor 0.9943
peak Im eps 0.66, quenched fraction 0.01
single-pass absorption of well 0.99 %
ideal dR/R at line centre, first cap -1.237 e-4
ideal dR/R at E0+Gamma, second cap 0.618 e-4
full stack dR/R (1e-4) at E0-Gamma, E0, E0+Gamma:
  cap 132.2 nm: -0.609 -1.203 -0.584
  cap 166.3 nm: -0.614 -0.002 +0.630
  cap 200.4 nm: +0.584 +1.231 +0.590
fit: weight of Im de, of Re de (units of A), phase (deg)
  quench, cap 132.2 nm: +0.960 +0.021 1.3
  quench, cap 166.3 nm: -0.006 +1.006 90.4
  quench, cap 200.4 nm: -0.960 +0.004 179.8
  shift, cap 132.2 nm: +0.977 +0.022 1.3
  shift, cap 166.3 nm: -0.002 +0.974 90.1
  shift, cap 200.4 nm: -0.994 +0.002 179.9
relative error, squared-field formula 1.7e-07
relative error, matched-layer Q 1.8e-08
buffer index 3.3, rho 0.0294
buffer phase error at phi=90 deg: 3.97 deg
largest miss of that first-order law 0.0017 rad
turn per eighth-wave, bare front 93.11 deg
turn per eighth-wave, coated front 0.00 deg
coated-front phase 170.0 deg
phase per nm of cap 2.64 deg
group index 4.15; phase drift over full width (deg): 3.28 4.10
phase error from well index 3.6 (deg): +1.33 +0.61
phase at 45 deg incidence, s-polarized (deg): -7.4 80.7
cap absorption at 10 /cm, double pass 0.033 %
surface barrier 0.7 V, cap fields (kV/cm): 52.9 42.1
Stark shift, first and second cap (meV): -6.34 -4.04
polished 350 um wafer: weights of Im de, Re de (units of A)
  cap 132.2 nm: -0.339 -0.000
  cap 166.3 nm: -0.614 +0.380
  cap 200.4 nm: -0.889 -0.000
OK
```
